# Square-root magnetoconductivity from weak localization in three dimensions, part 1

(Sections cited here and not found follow in the second part.)

## First half: from one closed loop to the zero-field correction

### A single loop

Consider one electron that diffuses through a disordered metal and returns to its starting point along a closed path. The same path can be run in the opposite sense. Without a magnetic field, and without processes that distinguish the two senses, both runs have the same amplitude $A$. The probability of return is then $|A+A|^2=4|A|^2$, twice the value $2|A|^2$ obtained by adding probabilities. The electron returns more often than a classical particle, and the conductivity is lowered. This is weak localization.

Let a magnetic flux $\Phi$ pass through the loop. One sense acquires the phase $e\Phi/\hbar$, the other $-e\Phi/\hbar$, and

$$|Ae^{ie\Phi/\hbar}+Ae^{-ie\Phi/\hbar}|^2=2|A|^2\left[1+\cos(2e\Phi/\hbar)\right].$$

The phase difference contains $2e$ because the two senses contribute equally to it. In a sample with many loops of different area, the cosine averages out once the typical phase is of order one. A diffusive loop of duration $t$ has a typical area $Dt$, where $D$ is the diffusion constant. With the magnetic length

$$l_B=\sqrt{\hbar/(eB)},$$

its phase is of order $eBDt/\hbar=Dt/l_B^2$. The field therefore removes the interference of loops longer than about $t_B=l_B^2/D$.

How much conductivity does that restore? In three dimensions the density for return after time $t$ is $(4\pi Dt)^{-3/2}$. The loops that are switched off contribute

$$\int_{t_B}^{\infty}\frac{dt}{(4\pi Dt)^{3/2}}=\frac{2\,t_B^{-1/2}}{(4\pi D)^{3/2}}=\frac{2}{(4\pi)^{3/2}D\,l_B}.$$

This is proportional to $1/l_B$, hence to $\sqrt B$. The square root thus comes from the $t^{-3/2}$ decay of the return density. The argument assumes that loops longer than $t_B$ were coherent to begin with, and it leaves the prefactor open. Both points require the microscopic calculation.

### The conductivity as a trace

The model is a parabolic isotropic band of mass $m$, filled to the Fermi energy $E_F$, with spin degeneracy 2 and static short-range disorder. Temperature is low enough that $k_BT\ll E_F$. Scattering does not act on the spin. Interactions between electrons enter through a phase-coherence time $\tau_\phi$ and in no other way.

The starting formula follows from the power absorbed in a slow field $E\cos\omega t$ along $x$. Its vector potential is $-(E/\omega)\sin\omega t$, and the electron charge is $-e$, so the perturbation has amplitude $eEv_x/\omega$. The golden rule gives the absorption rate from state $i$ to state $f$ as

$$\frac{2\pi}{\hbar}\,\frac{e^2E^2}{4\omega^2}\,|\langle f|v_x|i\rangle|^2\,\delta(E_f-E_i-\hbar\omega).$$

Each absorption takes up $\hbar\omega$. The difference of occupations tends to $\hbar\omega\,\delta(E_i-E_F)$ at low temperature. The powers of $\omega$ cancel. Equating the sum, with its spin factor 2, to the dissipated power $\tfrac12\sigma E^2V$ in volume $V$ gives

$$\sigma=\frac{2\pi\hbar e^2}{V}\,\mathrm{Tr}\left[v_x\delta(E_F-H)v_x\delta(E_F-H)\right],$$

where the trace runs over orbital states.

I now set $\hbar=1$ until the end of this half. With $G^{R,A}=(E_F-H\pm i0)^{-1}$ one has $\delta(E_F-H)=(i/2\pi)(G^R-G^A)$. The product of two such factors carries $-1/4\pi^2$. The two mixed terms carry another minus sign and are equal under the trace, so they give $+\frac{2}{4\pi^2}\mathrm{Tr}[v_xG^Rv_xG^A]$. Hence

$$\sigma=\frac{e^2}{\pi V}\,\mathrm{Tr}\left[v_xG^Rv_xG^A\right].$$

The terms with two retarded or two advanced functions are dropped. After averaging, both poles in energy lie on the same side of the real axis, so the integral over a band with constant density of states vanishes. For the parabolic band these terms are not negligible on their own: far from the Fermi energy they cancel the slowly decaying tail of the mixed term. They are dropped together with that tail, which is what the evaluation with constant density of states and velocity below amounts to. What is then left out is small in $1/(k_Fl_e)$, where $k_F$ is the Fermi wavenumber and $l_e$ the mean free path.

### First limit: the Drude value

Let the disorder potential $U$ have zero mean and correlation $\langle U(\mathbf r)U(\mathbf r')\rangle=w\,\delta(\mathbf r-\mathbf r')$. In the Born approximation the self-energy has imaginary part $-\pi wN_0$, where $N_0=mk_F/(2\pi^2)$ is the density of states per spin. Calling this $-1/(2\tau)$ defines the scattering time $\tau$ and fixes

$$w=\frac{1}{2\pi N_0\tau},\qquad G^{R,A}(\mathbf k)=\frac{1}{-\xi\pm i\gamma},\qquad \gamma=\frac1{2\tau},\qquad \xi=\frac{k^2}{2m}-E_F.$$

The real part of the self-energy shifts the Fermi energy and is absorbed there. Short-range scattering has no preferred direction, so ordinary ladder corrections vanish on averaging $v_x$ over angle. With $v_x^2\to v_F^2/3$,

$$\int\!\frac{d^3k}{(2\pi)^3}v_x^2|G|^2=N_0\frac{v_F^2}{3}\int_{-\infty}^{\infty}\frac{d\xi}{\xi^2+\gamma^2}=N_0\frac{v_F^2}{3}\,2\pi\tau=2\pi N_0D,$$

where $D=v_F^2\tau/3$. Therefore $\sigma_0=2e^2N_0D$. Inserting $N_0$, $v_F=k_F/m$ and the density $n=k_F^3/(3\pi^2)$ turns this into $ne^2\tau/m$, the Drude conductivity. The prefactor of the trace formula is thereby confirmed.

### Many loops: the pair ladder

In the interference term, the retarded function visits a series of scatterers in one order and the advanced function visits them in the reverse order. Time-reversal symmetry allows the advanced line to be turned round. The crossed impurity lines then become the rungs of a ladder in which the two particles have total momentum $\mathbf q$. One step of this ladder is

$$P(q)=w\int\!\frac{d^3k}{(2\pi)^3}\,G^R(\mathbf k)\,G^A(\mathbf q-\mathbf k).$$

For $q\ll k_F$ the second energy is $\xi-s$ with $s=v_Fqu$, where $u$ is the cosine of the angle between $\mathbf k$ and $\mathbf q$. Both denominators change sign when written with $+\xi$, so the signs cancel. Closing the contour around the pole $\xi=i\gamma$ gives

$$\int_{-\infty}^{\infty}\frac{d\xi}{(\xi-i\gamma)(\xi-s+i\gamma)}=\frac{2\pi i}{2i\gamma-s}=\frac{2\pi}{2\gamma+is}=\frac{2\pi\tau}{1+iql_eu},$$

since $l_e=v_F\tau$. The factor $wN_0\,2\pi\tau$ equals one. The imaginary part is odd in $u$ and drops out of the angular mean:

$$P(q)=\frac12\int_{-1}^{1}\frac{du}{1+(ql_eu)^2}=\frac{\arctan(ql_e)}{ql_e}.$$

For $ql_e\ll1$ the expansion $\arctan x=x-x^3/3+\dots$ gives

$$P(q)\approx1-\frac{q^2l_e^2}{3}=1-D\tau q^2,$$

because $l_e^2/3=D\tau$. At $q=0$ the step has weight one: a pair with opposite momenta keeps its coherence through any number of elastic collisions.

The contour result was tested by integrating the Green functions over wavevector for a parabolic band with $k_Fl_e=200$. At $ql_e=0.1$, $0.5$ and $2$ the integral agrees with the arctangent formula to within $0.002$. At $ql_e=0.1$ the drop of $P$ from its value at $q=0$ agrees with $(ql_e)^2/3$ to within 2 %.

Loss of phase coherence is modelled as a factor $e^{-t/\tau_\phi}$ on the interference of a loop of duration $t$. Over one collision time, with $\tau\ll\tau_\phi$, this subtracts $\tau/\tau_\phi$ from $P$. The crossed diagrams start with two impurity lines and sum to $w(P+P^2+\dots)=wP/(1-P)$. At small $q$ the numerator is one, so

$$C(q)=\frac{w}{1-P}=\frac{1}{2\pi N_0\tau^2\,(Dq^2+1/\tau_\phi)}.$$

This is large at small $q$, and it is there that the magnetic field acts.

### Attaching the velocities

The electron enters the loop with momentum $\mathbf k$ and leaves it with $\mathbf q-\mathbf k$. Its two velocities are therefore nearly opposite: $v_x(\mathbf q-\mathbf k)\approx-v_x(\mathbf k)$. This is the origin of the negative sign. Each momentum brings one retarded and one advanced function, so

$$\delta\sigma=-\frac{e^2}{\pi}\int\!\frac{d^3k}{(2\pi)^3}v_x^2|G(\mathbf k)|^4\int\!\frac{d^3q}{(2\pi)^3}C(q).$$

The first integral uses $\int d\xi\,(\xi^2+\gamma^2)^{-2}=\pi/(2\gamma^3)=4\pi\tau^3$:

$$N_0\frac{v_F^2}{3}\,4\pi\tau^3=4\pi N_0D\tau^2.$$

Direct integration for the same band with $k_Fl_e=200$ agrees with this to within 0.1 %. Multiplying by $C$, the factors $N_0$ and $\tau^2$ cancel and $4\pi/(2\pi)=2$ remains. A conductivity needs one factor $1/\hbar$ beside $e^2D$ and the $q$ integral, so restoring $\hbar$ gives

$$\delta\sigma=-\frac{2e^2D}{\pi\hbar}\int\!\frac{d^3q}{(2\pi)^3}\frac{1}{Dq^2+1/\tau_\phi}.$$

This is the contribution of long loops for $k_Fl_e\gg1$, with an integrand valid for $ql_e\ll1$. It is not the whole quantum correction to the conductivity, since short loops contribute as well. Wavenumbers near $1/l_e$ belong to loops of a few collisions, for which neither the expansion of $P$ nor the restriction to this set of diagrams is justified.

### Second limit: zero field

Define the phase-coherence length $L_\phi=\sqrt{D\tau_\phi}$ and cut the integral at a wavenumber $Q$ of order $1/l_e$. With $d^3q=4\pi q^2dq$,

$$\int_{q<Q}\!\frac{d^3q}{(2\pi)^3}\frac{1}{q^2+L_\phi^{-2}}=\frac{1}{2\pi^2}\int_0^Q\!dq\left[1-\frac{L_\phi^{-2}}{q^2+L_\phi^{-2}}\right]=\frac{1}{2\pi^2}\left[Q-\frac{\arctan(QL_\phi)}{L_\phi}\right].$$

For $QL_\phi\gg1$ the arctangent is $\pi/2$. Multiplication by $-2e^2/(\pi\hbar)$ gives

$$\delta\sigma(0)=-\frac{e^2Q}{\pi^3\hbar}+\frac{e^2}{2\pi^2\hbar L_\phi}.$$

The first term depends on the cutoff, so this theory does not determine its value. The second does not depend on it: shorter coherence means less interference and a higher conductivity. Anything that acts on long loops alone should likewise give a result free of the cutoff.

### Back to the single loop

The same correction can be written as a sum over durations. Use $1/(Dq^2+1/\tau_\phi)=\int_0^\infty dt\,e^{-Dq^2t-t/\tau_\phi}$. The Gaussian integral over $\mathbf q$ is $(4\pi Dt)^{-3/2}$, the return density of the opening section. With the lower limit at the shortest diffusive time,

$$\delta\sigma=-\frac{2e^2D}{\pi\hbar}\int_{\sim\tau}^{\infty}\!dt\,\frac{e^{-t/\tau_\phi}}{(4\pi Dt)^{3/2}}.$$

The opening estimate now acquires a prefactor. Let $\tau_\phi\to\infty$ and suppose that the field removes all loops with $t>l_B^2/D$ and leaves the others untouched. Then

$$\Delta\sigma\approx\frac{2e^2D}{\pi\hbar}\cdot\frac{2}{(4\pi)^{3/2}D\,l_B}=\frac{4e^2}{\pi\hbar(4\pi)^{3/2}l_B}=\frac{e^2}{2\pi^2\hbar\,l_B}\cdot\frac{1}{\sqrt\pi}.$$

In the last step $4/\pi=8\pi/(2\pi^2)$ and $8\pi/(4\pi)^{3/2}=1/\sqrt\pi\approx0.56$. A sharp cut at $t_B$ is an assumption, and moving it by a factor of two changes the number by $\sqrt2$. The treatment of the field in the second half replaces this number by a calculated one.

## Second half: the field, the square-root law and a real film

### What is carried over

Here $D$ is the diffusion constant, $\tau$ the scattering time, $l_e$ the mean free path, $\tau_\phi$ the phase-coherence time, $L_\phi=\sqrt{D\tau_\phi}$ and $l_B=\sqrt{\hbar/(eB)}$. The interference correction without a field is

$$\delta\sigma=-\frac{2e^2}{\pi\hbar}\int\!\frac{d^3q}{(2\pi)^3}\frac{1}{q^2+L_\phi^{-2}},$$

where $\mathbf q$ is the total wavevector of a pair running round a loop in opposite senses. One ladder step has weight $P=1-D\tau q^2$. I write $G_0=e^2/(2\pi^2\hbar)$ and $\Delta\sigma=\sigma(B)-\sigma(0)$.

### The pair in a magnetic field

Assume $l_B\gg l_e$. Between two collisions the field then changes the phase of a Green function but hardly bends the path. For charge $-e$, propagation from $\mathbf r'$ to $\mathbf r$ acquires the phase $-(e/\hbar)\int\mathbf A\cdot d\mathbf l$. In the classical density ladder the advanced function cancels this phase. In the pair ladder it belongs to the reversed path, and the phases add. A step $\mathbf s=\mathbf r-\mathbf r'$ therefore carries $e^{-2ie\mathbf A\cdot\mathbf s/\hbar}$, and it acts on a smooth function $f$ as

$$\int d^3s\,P(\mathbf s)\,e^{-2ie\mathbf A\cdot\mathbf s/\hbar}f(\mathbf r-\mathbf s)\approx\left[1+D\tau\left(\nabla+\frac{2ie}{\hbar}\mathbf A\right)^2\right]f.$$

The coefficient $D\tau$ is the one already found for $\mathbf A=0$. So $q^2$ is replaced by $(-i\nabla+2e\mathbf A/\hbar)^2$, the operator of a particle with charge of magnitude $2e$.

Take the field along $z$ with $\mathbf A=(0,Bx,0)$, and plane waves along $y$ and $z$. Since $2eB/\hbar=2/l_B^2$, the operator becomes

$$-\frac{d^2}{dx^2}+\left(k_y+\frac{2x}{l_B^2}\right)^2+q_z^2.$$

An oscillator $-d^2/dx^2+\Omega^2x^2$ has eigenvalues $\Omega(2n+1)$. Here $\Omega=2/l_B^2$, so

$$q_\perp^2\;\to\;\frac{4}{l_B^2}\left(n+\tfrac12\right),\qquad n=0,1,2,\dots$$

The oscillator is centred at $x_0=-k_yl_B^2/2$. Allowed $k_y$ are spaced by $2\pi/L_y$, and the centre must lie within the width $L_x$. This allows $L_xL_y\cdot2/(2\pi l_B^2)$ states, or $1/(\pi l_B^2)$ per unit area in each level.

Spacing and degeneracy were tested on a $24\times24$ lattice closed into a torus and threaded by six flux quanta $h/2e$. The lowest twelve eigenvalues form two groups of six, each within 6 % of the continuum values for $n=0$ and $n=1$. This tolerance leaves room for the effect of the finite lattice spacing.

We now have the zero-field interference correction and, for the pair in a magnetic field, the levels that replace $q_\perp^2$ together with their degeneracy. What remains is to sum over these levels, subtract the zero-field value with the same cutoff, and apply the resulting magnetoconductivity to a real film.
